d-orbital energies in trigonal-planar and pyramidal ML₃ by angular overlap

**Question**

I am working on an angular overlap exercise for a metal with three identical ligands at 120° in the xy plane. It asks me to show that z² lies at 3e_σ/4, the pair x²−y², xy at 9e_σ/8 + 3e_π/2, and the pair xz, yz at 3e_π/2, and then to follow the levels as the molecule becomes a pyramid.

I can get the z² value, because the ring of z² has amplitude −1/2 at each ligand. I don't see where 9/8 comes from, or why x²−y² and xy are degenerate when one of them points at a ligand and the other does not.

The pyramid confuses me more. If I tip the bonds by a small angle δ and square the σ amplitudes of xz, I find that xz and yz rise by (9/2)e_σδ². With σ-only ligands that pushes all five d orbitals above zero, yet three ligand σ orbitals should be able to raise only three. What is wrong?

**Answer**

Your squared amplitudes are right, but after tipping they are diagonal matrix elements and no longer energies. In the plane the two pairs have different symmetry. In the pyramid they have the same symmetry and mix, and the mixing removes the rise you found. To see this we need the whole matrix, so I start with the amplitudes.

**Amplitudes at one ligand**

Each ligand shifts a d orbital that has σ symmetry about its bond by e_σ, and one that has π symmetry by e_π. The δ shift is the zero of energy. I take e_π to be the same for both π directions; it is positive for a π donor and negative for a π acceptor. Mixing of metal s and p orbitals into d, repulsion between d electrons and spin-orbit coupling are left out.

On the unit sphere, use the functions

z²: (3z² − 1)/2
xz: √3 xz
yz: √3 yz
x²−y²: (√3/2)(x² − y²)
xy: √3 xy

They all have the same norm. A metal orbital can be expanded in the same five functions written in a bond frame x′, y′, z′, with z′ along the bond, x′ in the direction of increasing θ and y′ in that of increasing φ:

d = F·(z′²) + G·(x′z′) + K·(y′z′) + δ terms

On the bond axis, x′ = y′ = 0 and z′ = 1. There the local z′² function equals 1 and the other four vanish, so F is the value of d in the bond direction. Now step off the axis by a small angle ε towards x′. The function √3x′z′ becomes √3ε, while the others change only at order ε² or not at all. The slope of d in that direction is therefore √3G, and the same argument for y′ gives K:

F = d(θ,φ)
G = (1/√3) ∂d/∂θ
K = [1/(√3 sin θ)] ∂d/∂φ

With s = sin θ and c = cos θ, differentiation gives

z²: F = (3c² − 1)/2, G = −√3sc, K = 0
xz: F = √3sc cos φ, G = cos 2θ cos φ, K = −c sin φ
yz: F = √3sc sin φ, G = cos 2θ sin φ, K = c cos φ
x²−y²: F = (√3/2)s² cos 2φ, G = sc cos 2φ, K = −s sin 2φ
xy: F = (√3/2)s² sin 2φ, G = sc sin 2φ, K = s cos 2φ

The matrix to be diagonalised is the sum over ligands

H_ij = Σ [e_σF_iF_j + e_π(G_iG_j + K_iK_j)]

**The planar molecule**

Here θ = 90°, so s = 1, c = 0 and cos 2θ = −1. The azimuths are φ = 0°, 120°, 240°. Over these three angles cos φ, cos 2φ and cos 4φ each sum to zero, cos 3φ sums to 3, and the sines of all these multiples sum to zero. Hence

Σcos²φ = Σ(1 + cos 2φ)/2 = 3/2
Σcos²2φ = Σ(1 + cos 4φ)/2 = 3/2

and the squared sines also sum to 3/2.

For z², F = −1/2 and G = K = 0:

E(z²) = 3 × (1/4)e_σ = 3e_σ/4

For xz, F = K = 0 and G = −cos φ:

E(xz) = e_π Σcos²φ = 3e_π/2

yz has sin²φ instead and the same energy. For x²−y², F = (√3/2)cos 2φ, G = 0 and K = −sin 2φ:

E(x²−y²) = (3/4)(3/2)e_σ + (3/2)e_π = 9e_σ/8 + 3e_π/2

For xy, sine and cosine change places and the sums are unchanged. This is the degeneracy you asked about. The ligand at 0° gives x²−y² a σ shift of 3/4, and the other two give (3/4)(1/4) = 3/16 each, a total of 9/8. For xy the first ligand gives nothing, but the other two give (3/4)(3/4) = 9/16 each, again 9/8. The orbital that points at no ligand on the x axis makes up for it at the other two.

The off-diagonal elements vanish. z² with x²−y² or xy gives Σcos 2φ or Σsin 2φ. Within each pair the products reduce to Σsin 2φ or Σsin 4φ. Between xz, yz and the other three orbitals there is no common non-zero amplitude. The numbers above are therefore energies.

The five energies sum to 3e_σ + 6e_π, as they must: each ligand distributes one e_σ and two e_π over the d shell. z² lies above xz, yz if e_σ > 2e_π. If the two π directions differ, the derivation shows which parameter goes where: xz, yz use G, the out-of-plane interaction, and x²−y², xy use K, the in-plane one.

**Tipping the bonds**

Let every bond drop below the plane by δ, with bond lengths and e parameters fixed. Then θ = 90° + δ, so s = cos δ and c = −sin δ. The angle ω between two bonds follows from the scalar product of their directions:

cos ω = s² cos 120° + c² = 1 − 3s²/2

z² still couples to nothing, since its amplitudes don't depend on φ and the other factors sum to zero. It is the a₁ level of the pyramid:

E(a₁) = (3/4)(3c² − 1)²e_σ + 9s²c²e_π

The diagonal element of x²−y² and of xy is

A = (3/4)s⁴(3/2)e_σ + (3/2)(s²c² + s²)e_π
 = (9/8)s⁴e_σ + (3/2)(1 − c⁴)e_π

where s²(1 + c²) = (1 − c²)(1 + c²) was used. That of xz and of yz is

B = (9/2)s²c²e_σ + (3/2)[(2c² − 1)² + c²]e_π

The coupling of x²−y² with xz needs two more sums:

Σcos φ cos 2φ = Σ(cos φ + cos 3φ)/2 = 3/2
Σsin φ sin 2φ = Σ(cos φ − cos 3φ)/2 = −3/2

The σ part is (√3/2)s² × √3sc × 3/2 = (9/4)s³c. In the π part, G contributes (3/2)sc cos 2θ. The K product is (−s sin 2φ)(−c sin φ), which sums to −(3/2)sc. Together they give (3/2)sc(cos 2θ − 1) = −3s³c, because cos 2θ − 1 = −2s². Thus

V = s³c(9e_σ/4 − 3e_π)

For xy with yz the two sums change roles and the coupling is −V. The crossed couplings, x²−y² with yz and xy with xz, contain sums of sin φ and sin 3φ and vanish. There are thus two separate 2×2 problems with the same energies. From (A − E)(B − E) = V²,

E± = (A + B)/2 ± R, R = √{[(A − B)/2]² + V²}

The weight w of xz (or yz) in the lower level is the rate at which E₋ changes with B, by first-order perturbation theory:

w = ∂E₋/∂B = 1/2 + (A − B)/(4R)

**Where your σ-only rise goes**

Set e_π = 0. Then

AB = (9/8)s⁴ × (9/2)s²c² e_σ² = (81/16)s⁶c²e_σ² = V²

The determinant of each 2×2 block is zero, so the lower pair stays at zero at every tipping angle. The upper pair takes the whole trace:

E₊ = A + B = (9/8)s²(s² + 4c²)e_σ = (9/8)s²(1 + 3c²)e_σ

Your count of three was correct. The σ matrix is a sum of three products F_iF_j, one per ligand, so it can raise at most three independent combinations: a₁ and the upper pair.

**Small angles with π bonding**

To order δ², c² ≈ δ², s² ≈ 1 − δ² and s⁴ ≈ 1 − 2δ². The diagonal elements become

E(a₁) ≈ 3e_σ/4 + (−9e_σ/2 + 9e_π)δ²
A ≈ 9e_σ/8 + 3e_π/2 − (9/4)e_σδ²
B ≈ 3e_π/2 + (9e_σ/2 − 9e_π/2)δ²

The coupling is V ≈ −(9e_σ/4 − 3e_π)δ, and the planar gap is A − B = 9e_σ/8. For e_σ > 0 and |V| small against this gap, the levels repel by

V²/(A − B) = (8/(9e_σ))(81e_σ²/16 − 27e_σe_π/2 + 9e_π²)δ²
 = (9e_σ/2 − 12e_π + 8e_π²/e_σ)δ²

Adding this to A and subtracting it from B gives the coefficients of δ²:

upper pair: 9e_σ/4 − 12e_π + 8e_π²/e_σ
lower pair: 15e_π/2 − 8e_π²/e_σ

The term 9e_σ/2 in B has cancelled. What remains of the lower pair's shift is due to π bonding. For weak π donors the pair rises on tipping; for π acceptors it falls.

**The half-octahedron**

At c² = 1/3, s² = 2/3, the bond angle is 90°, and the ligands occupy one face of an octahedron. The a₁ level has lost its σ part and lies at 9(2/9)e_π = 2e_π. The other elements are

A = e_σ/2 + 4e_π/3
B = e_σ + 2e_π/3
V = −e_σ/√2 + (2√2/3)e_π

Acting with this block on the vector (√2, 1)/√3, in the order x²−y², xz, returns 2e_π times the vector. The orthogonal vector (1, −√2)/√3 has energy 3e_σ/2. If 2e_π < 3e_σ/2, the lower pair is therefore one third xz, yz and coincides with a₁. Adding three ligands opposite the first three would double every energy, since d orbitals are even under inversion. That gives the octahedral values 4e_π (threefold) and 3e_σ (twofold).

How do the two levels pass through this meeting? Take u = c² as the variable. At u = 1/3, E(a₁) has slope 9(1 − 2u)e_π = 3e_π, because its σ part is at a minimum. For the lower pair, first-order perturbation theory with the vector above gives the slope (2/3)A′ + (1/3)B′ + (2√2/3)V′, where

A′ = −3e_σ/2 − e_π
B′ = 3e_σ/2 − e_π/2
V′ = −(3/4)V = 3e_σ/(4√2) − e_π/√2

The factor −3/4 is the logarithmic derivative of (1 − u)^(3/2)u^(1/2), namely −3/[2(1 − u)] + 1/(2u) = −9/4 + 3/2. The e_σ terms add to −1 + 1/2 + 1/2 = 0, and the e_π terms to −2/3 − 1/6 − 2/3 = −3/2. The lower pair thus has slope −3e_π/2.

For e_π > 0, a₁ is therefore below the pair just before the half-octahedron and above it just after. If also e_σ > 2e_π, a₁ starts above the pair in the plane. It must then have crossed the pair once already on the way. Within this spin-free model the crossing is a true one, since a₁ and e orbitals do not mix while the threefold axis is kept. Spin-orbit coupling changes this even with the axis kept: it connects m_l = 0, spin up, with m_l = 1, spin down, so a₁ mixes with one spin component of the pair and those two levels avoid each other.

**Numbers**

Take the round model parameters e_σ = 5000 cm⁻¹ and e_π = 1000 cm⁻¹, not meant for a particular compound. The planar levels are

xz, yz: 1.5 × 1000 = 1500 cm⁻¹ (0.186 eV)
z²: 0.75 × 5000 = 3750 cm⁻¹ (0.465 eV)
x²−y², xy: 5625 + 1500 = 7125 cm⁻¹ (0.883 eV)

At δ = 10° the elements are A = 6789.5, B = 2027.8 and V = −1368.3 cm⁻¹. Then

(A + B)/2 = 4409 cm⁻¹
R = √(2381² + 1368²) = 2746 cm⁻¹
E₋ = 1663 cm⁻¹, E₊ = 7155 cm⁻¹

The diagonal element alone would put xz, yz at 2028 cm⁻¹, a rise of 528 instead of 163 cm⁻¹. The small-angle formula, with coefficient 7500 − 1600 = 5900 cm⁻¹ per rad², predicts a rise of 180 cm⁻¹, about 10% above the full model result. It is a guide to the first few degrees, not to the whole path.

Further along, the levels in cm⁻¹ are

δ = 20°: a₁ 2509, lower e 1972, upper e 7273
δ = 30°: a₁ 1922, lower e 2083, upper e 7456
δ = 35.26°: a₁ 2000, lower e 2000, upper e 7500
δ = 40°: a₁ 2397, lower e 1850, upper e 7451

The early crossing required by the slopes occurs at δ = 25.9°, where the bond angle is 102.4° and both levels lie near 2078 cm⁻¹. Between there and 35.26° the single a₁ level is lowest, by about 160 cm⁻¹ at 30°. The weight of xz, yz in the lower pair falls from 1 in the plane to 0.73 at 20°, 0.46 at 30° and 0.33 at the half-octahedron, so calling this pair "xz, yz" stops being a fair description well before the end.

The amplitudes, matrix elements, levels and mixing weight were tested against a matrix built from numerical overlap integrals over the sphere between metal-frame and bond-frame d orbitals; the values are in the numerical output.

**What the model leaves out**

In the planar molecule z² has the same symmetry as the metal s orbital, and x²−y², xy have that of p_x, p_y. Mixing with these higher orbitals would lower the d levels concerned, and the parameters here contain none of it. In the pyramid a₁ shares its symmetry with s and p_z, and both e pairs share theirs with p_x, p_y, so a₁ and the lower pair need not be lowered by equal amounts. Spin-orbit coupling, with a constant of roughly 150 to 800 cm⁻¹ across common 3d ions, also mixes a₁ with the pair. A 160 cm⁻¹ gap between a₁ and the lower pair should therefore not be used to predict a real ground state.

Nor do these levels by themselves decide whether a molecule is planar. Their sum stays at 3e_σ + 6e_π, here 21000 cm⁻¹, at every angle, so a d shell with all five orbitals equally occupied has no preference within this model. For other occupations the levels give a d-electron contribution, to which ligand repulsion and changes in the bonds themselves must be added.

Calculated quantities

```
e_sigma = 5000 cm^-1, e_pi = 1000 cm^-1
Planar levels:
  z2           3750.0 cm^-1 = 0.4649 eV
  xz, yz       1500.0 cm^-1 = 0.1860 eV
  x2-y2, xy    7125.0 cm^-1 = 0.8834 eV
Sum of the five energies: 21000.0 cm^-1
Tipping path: delta (deg), bond angle (deg), a1, lower e, upper e
  (cm^-1), weight of xz, yz in lower e (no unit)
    0.00  120.00   3750.0   1500.0   7125.0  1.0000
   10.00  117.05   3365.4   1662.6   7154.7  0.9335
   20.00  108.94   2509.5   1971.9   7273.4  0.7344
   30.00   97.18   1921.9   2082.9   7456.2  0.4629
   35.26   90.00   2000.0   2000.0   7500.0  0.3333
   40.00   83.12   2397.3   1850.2   7451.2  0.2376
Matrix elements at delta = 10 deg (cm^-1):
  A (x2-y2, xy) = 6789.5
  B (xz, yz)    = 2027.8
  V (x2-y2 with xz) = -1368.3
Coefficients of delta^2 (cm^-1 per rad^2), formula and numerical:
  a1        -13500.0  -13500.0
  lower e     5900.0    5900.0
  upper e      850.0     850.0
  xz, yz if mixing is ignored: 18000.0
First a1 / lower e crossing: delta = 25.86 deg
  bond angle there: 102.40 deg
  energy there: 2077.7 cm^-1
Second meeting (half-octahedron): 35.26 deg
Sigma-only levels at delta = 20 deg (cm^-1): a1 1579.8,
  lower e 0.0, upper e 6710.1
```
